Elastoadhesive Length and the Shape of a Folded Graphene Sheet

Problem

A graphene sheet is folded back on itself. Far from the fold its two layers adhere. Near the fold they separate and form a loop, because closing the loop more tightly would cost too much bending energy. Take a bending stiffness B = 1.5 eV and an adhesion energy Γ = 0.3 J/m².

(a) Estimate the length set by the competition between bending and adhesion.
(b) Find the equilibrium shape of the loop and identify what this length measures.
(c) How long must the sheet be for the folded state to have lower energy than the flat state?

The sheet is inextensible, has no preferred curvature and bends in one direction only, so all energies are per unit width. A layer of curvature κ stores bending energy Bκ²/2 per unit area. The adhesion Γ is the energy needed to separate a unit area of joined interface, counted once and not once for each face. There is no external load, and the layers slide without friction.

At first, adhesion acts only where the layers are in contact, and their separation d there is zero. A finite separation and a finite range of attraction are treated later.

First estimate by scaling

Suppose that one length R describes the loop. Its curvature is of order 1/R and its arc length of order R, so its bending energy per width is of order B(1/R)²R = B/R. The interface left open costs an energy of order ΓR. With both unknown numerical factors set to one,

U(R) ≈ B/R + ΓR.

The first term favours a large loop and the second a small one. Setting the derivative to zero gives

−B/R² + Γ = 0, so R = √(B/Γ) ≡ L.

The second derivative, 2B/R³, is positive, so this is a minimum.

To insert the numbers, convert the adhesion to eV/nm². One eV is 1.602×10⁻¹⁹ J and one m² is 10¹⁸ nm², hence

Γ = 0.3/(1.602×10⁻¹⁹ × 10¹⁸) eV/nm² = 1.872 eV/nm².

Then

L = √(1.5/1.872) nm = √0.801 nm = 0.895 nm.

The elastoadhesive length is about 0.9 nm. At this stage it is only a scale: the argument does not say whether it is a radius, a width or an arc length.

The same estimate gives a fold energy U ≈ 2√(BΓ) = 3.35 eV/nm. If a sheet of total length 2S is folded in half, full adhesion would gain ΓS. The fold is therefore favoured when ΓS exceeds U, which gives a least sheet length 2U/Γ ≈ 4L = 3.6 nm. This number depends directly on the factors that were set to one.

Exact solution of the sharp-contact model

Energy and boundary conditions

By mirror symmetry it is enough to describe half the loop. Let s be the arc length from the tip, l its value at the contact line, and θ(s) the angle of the tangent. The x axis lies along the symmetry line and y is the height above it, so dy/ds = sin θ. A prime denotes d/ds.

At the tip the tangent is perpendicular to the symmetry line. At contact it is parallel to that line and points along the adhered arm:

θ(0) = π/2, θ(l) = π.

Each layer contributes Bθ'²/2, so the two together contribute Bθ'². They leave one interface of length l open. Relative to a folded sheet adhered along its whole half-length, the energy is

U = ∫[0, l] (Bθ'² + Γ) ds,

where the brackets after the integral sign hold its limits. The layers must also meet at the right separation:

∫[0, l] sin θ ds = d/2.

Keeping d in this condition allows both cases to be solved together.

Equilibrium and the meaning of L

Add the closure condition with a multiplier λ:

J = ∫[0, l] (Bθ'² + Γ + λ sin θ) ds − λd/2.

For a variation δθ inside the loop, integrate the term 2Bθ'δθ' by parts. The coefficient of δθ must vanish:

2Bθ'' = λ cos θ.

Multiplication by θ' turns both sides into derivatives:

(Bθ'²)' = (λ sin θ)', so Bθ'² − λ sin θ = C.

The constant C follows from the freedom of the contact line to move. If l changes by δl, the integrand at the end contributes

(Bθ'² + Γ + λ sin θ) δl.

The tangent must still have angle π at the new end, which requires δθ(l) = −θ'(l)δl. The boundary term from the integration by parts is then 2Bθ'δθ = −2Bθ'²δl. Since sin π = 0, the sum is

[Γ − Bθ'(l)²] δl = 0.

Therefore

|θ'(l)| = √(Γ/B) = 1/L.

This answers the question of meaning: L is the radius of curvature of each layer at the contact line, on the open side. The separation d does not enter this condition.

At the contact line C = Bθ'(l)² = Γ. With m = λ/Γ, the shape obeys

L²θ'² = 1 + m sin θ.

Closing the loop

For d = 0 the height rises from zero at the tip and must return to zero. Its slope, sin θ, must therefore become negative, so θ must pass π and later come back to it. Write θ = π + ψ. Then sin θ = −sin ψ and

L²θ'² = 1 − m sin ψ.

The angle turns back at ψ = α, where θ' = 0, so m = 1/sin α. It first rises from ψ = −π/2 to α and then falls from α to 0. On both parts

ds = L |dψ|/√(1 − sin ψ/sin α).

The interval from 0 to α is covered twice. Define

A(α) = ∫[0, π/2] sin p dp/√(1 + sin p/sin α),
P(α) = ∫[0, α] sin ψ dψ/√(1 − sin ψ/sin α).

Here p = −ψ on the first part of the loop. That part raises the layer by LA, and the double passage lowers it by 2LP. Closure becomes

A(α) − 2P(α) = d/(2L).

The half-loop arc follows from the same ds:

l/L = ∫[0, π/2] dp/√(1 + sin p/sin α) + 2∫[0, α] dψ/√(1 − sin ψ/sin α).

The integrands with an inverse square root at ψ = α become regular after the substitution ψ = α − u², so ordinary numerical quadrature and a root search suffice.

The height is greatest when θ first reaches π. The maximum width, measured between the layers' midsurfaces, is therefore 2LA. The distance X from tip to contact needs no numerical integral, because

∫ cos ψ dψ/√(1 − m sin ψ) = −(2/m)√(1 − m sin ψ).

The first part contributes (2L/m)√(1 + m) and the return contributes 2L/m. Hence

X = 2L sin α [1 + √(1 + 1/sin α)].

At the tip ψ = −π/2, so the tip radius is L/√(1 + m).

Zero separation

For d = 0 the root is α = 0.481 rad, giving m = 1/sin α = 2.16. The dimensions are:

half-loop arc l = 2.71 nm
full-loop arc 2l = 5.42 nm = 6.06 L
maximum width = 1.11 nm
tip-to-contact distance X = 2.30 nm
tip radius = 0.895/√3.16 nm = 0.503 nm

The sheet is thus bent more sharply at the tip than at the contact line.

The energy follows from a scaling argument that is exact for d = 0. If a closed shape is enlarged without changing its angles, it remains closed. Its bending energy has the form K/l, where K depends on the shape, and the total is K/l + Γl. Stationarity gives K/l = Γl. Bending and opening therefore cost the same:

U = 2Γl = 2 × 1.872 × 2.71 eV/nm = 10.15 eV/nm.

To compare this with a flat sheet, let the total length be 2S. The folded sheet has energy U − ΓS relative to the flat one, since U was measured from full adhesion. The fold is favoured if

2S > 2U/Γ = 4l = 10.8 nm.

This is a comparison of energies. It does not give the barrier that must be crossed to make the fold, or the time for which a shorter fold might survive.

Finite separation of the adhered layers

Adhered graphene layers have a separation of roughly 0.34 nm, which is 0.38 L and hardly negligible. With the same B and Γ, the root on the branch that continues the bulged loop is α = 0.381 rad, so m = 2.69. The results are:

full-loop arc = 4.56 nm
maximum width = 1.03 nm
tip-to-contact distance = 1.94 nm
tip radius = 0.466 nm
fold energy = 9.39 eV/nm
least sheet length = 10.0 nm

The loop arc is 16% shorter than for d = 0, but the contact radius remains 0.895 nm. Minimizing U numerically over polynomial shapes θ(s), without using the equation for θ'², gives this same contact radius for both separations.

Why does the energy fall? At equilibrium J equals U, and changes of shape do not alter J to first order. Its explicit dependence on d gives

dU/dd = −λ/2 = −mΓ/2.

The bent loop pushes the layers apart, so allowing a larger separation releases energy. The rate is 2.02 eV/nm² at d = 0 and 2.52 eV/nm² at d = 0.34 nm. The average decrease between the two computed energies, (10.15 − 9.39)/0.34 = 2.2 eV/nm², lies between these rates.

The equality of bending and opening energies no longer holds. Let W(l, d) be the bending energy at fixed l and d. Enlarging both lengths by a factor c divides W by c, so differentiation with respect to c at c = 1 gives

l ∂W/∂l + d ∂W/∂d = −W.

Equilibrium in l requires ∂W/∂l = −Γ, and the result above gives ∂W/∂d = −mΓ/2. Thus

W = Γl + mΓd/2.

For the example, W = 1.872 × (2.278 + 2.69 × 0.17) eV/nm = 5.12 eV/nm, while the opening energy Γl is 9.39 − 5.12 = 4.27 eV/nm.

A nonzero d also introduces other stationary solutions. As α tends to zero, A − 2P tends to zero; it then rises above d/(2L) before falling through the root used here. There is therefore another root at smaller α, belonging to a tighter cap. It is an energy maximum with respect to l. Close to it lies a shallow minimum, a cap whose angle reaches π without passing it. Its energy is 13.3 eV/nm, well above that of the bulged loop, and its tip radius of 0.14 nm is too small for a continuum sheet. The numbers above describe the bulged loop and do not rule out other folded or creased states.

A second case: peeling from a rigid support

The factor in the contact radius depends on how many layers bend. Suppose that one sheet adheres to a rigid flat support and its free end is lifted by a small height H. Let a be the detached length and z the distance from the contact line. The sheet has zero height and slope at contact, height H at its end and no bending moment there. Its shape is

w(z) = H(3az² − z³)/(2a³).

Its curvature is w'' = 3H(a − z)/a³, where the primes now denote d/dz. The energy per width is

E = (B/2)∫[0, a] w''² dz + Γa = 3BH²/(2a³) + Γa.

Setting dE/da = 0 at fixed H gives 9BH²/(2a⁴) = Γ. Since the contact curvature is κ = 3H/a², this condition is

Bκ²/2 = Γ, so 1/κ = L/√2 = 0.633 nm.

One bent layer now pays for one opened interface. In the self-fold two layers pay for one interface, so each needs less curvature. The material parameters are the same in both cases; the geometry supplies the factor √2.

Comparison of estimate and solution

The scaling argument gives the correct dependence on B and Γ, and L turns out to be the contact radius without a further factor. The whole loop is larger: for d = 0 its arc is 6.06 L, its length along the symmetry line 2.57 L and its width 1.24 L.

The energy estimate is less accurate. The exact result for d = 0 is U = 6.06√(BΓ), compared with the estimate 2√(BΓ), a ratio of 3.0. The least sheet length is larger than its estimate by the same ratio, 10.8 nm against 3.6 nm. Scaling is thus a poor basis for deciding whether a particular short sheet should stay folded.

Small parameter changes obey

δL/L = (δB/B − δΓ/Γ)/2.

For a larger change, use the square root itself. With B held at 1.5 eV, lowering Γ to 0.2 J/m² gives L = 1.10 nm, and raising it to 0.4 J/m² gives L = 0.78 nm.

How far the model applies to graphene

The chosen B, Γ and d are rough typical values for graphene, and none is far from the usual range. The sharp contact is less realistic, because attraction between real layers does not stop where they begin to separate. Each layer leaves contact with curvature 1/L, so at a small distance x from the contact line the gap is approximately

g = d + x²/L.

At x = 0.3 nm this leading term gives an opening of only 0.10 nm, and the fall of curvature away from the contact line makes the opening smaller still: the full sharp-contact shape gives 0.087 nm. To size the effect, use the interaction energy per area

V(g) = Γ[(2/3)(d/g)¹⁰ − (5/3)(d/g)⁴],

whose minimum is −Γ at g = d. At an opening of 0.10 nm it still supplies about 54% of the full adhesion, and at 0.087 nm about 60%. A numerical minimization with 320 segments in an 8 nm half-sheet, applying V between opposite points beyond the widest part of the loop, gives a fold energy of 8.52 eV/nm. This is 9.3% below the sharp-contact value at the same d. The least sheet length becomes 9.1 nm, while the maximum width changes by only −1.4%. These values depend somewhat on where V is switched on. Starting it 0.5 nm or 1.3 nm from the tip, instead of at the widest point about 0.9 nm from the tip, gives 8.50 or 8.54 eV/nm and a width change of −2.3% or +0.1%. The bend near contact changes much more. Curvature no longer jumps at a contact line, and the tightest reverse bend has a radius of about 1.8 nm, twice L. With the shorter-ranged form Γ[(d/g)⁴⁰ − 2(d/g)²⁰], the energy is 9.05 eV/nm, closer to the sharp-contact result.

Stretching is small. The closure force per width is mΓ/2 = 0.40 N/m. Divided by a rough in-plane stiffness of 340 N/m, it gives a strain scale of 0.12%.

Thermal bending can be estimated for a ribbon of width b = 10 nm at 300 K. A uniform bend through an angle φ over length l costs Bbφ²/(2l). Equating its mean to kT/2, with k Boltzmann's constant and T the temperature, gives

φ_rms = √[kTl/(Bb)] = √[0.02585 × 2.278/(1.5 × 10)] = 0.063 rad.

This is small beside the turn of π/2 between tip and contact. It includes only bending about the fold axis, not ripples across the width.

The continuum description is under most strain at the tip. A bond length of roughly 0.14 nm divided by the tip radius of 0.466 nm is 0.30, so the sheet turns through about 0.3 rad over one bond length. Corrections from atomic structure and from a curvature-dependent stiffness may therefore matter, and their size has not been calculated here. The registry of the two lattices and friction between them are also omitted. The value L ≈ 0.9 nm is a sound continuum scale for these parameters, but it is the contact radius only in the limit of a very short-ranged, stiff attraction, and that limit is approached slowly. The tightest reverse bend still has a radius of about 1.4 L for the 40-20 form and about 1.2 L for Γ[(d/g)¹⁰⁰ − 2(d/g)⁵⁰]. The loop dimensions are model estimates, not atomistic predictions.
